# Diffusion-Length Error of Exponential Fits to Electron-Beam-Induced Current, part 1

(Sections cited here and not found follow in the second part.)

## 1. The current law and its local error

### Definitions and conventions

A semiconductor fills the half-space $z>0$. A planar Schottky contact covers the part $X<0$ of its surface $z=0$, and the part $X>0$ is free. An electron beam enters the free surface at a distance $x>0$ from the contact edge and creates $G$ electron-hole pairs per second. The generation is first taken as a point source at $(X,Y,z)=(x,0,h)$. The contact collects minority carriers, and the magnitude $I$ of this electron-beam-induced current is recorded as $x$ is varied.

Let $p$ be the excess minority density, $D$ the minority diffusivity, $\tau$ the lifetime and $L=\sqrt{D\tau}$ the diffusion length. The quantity sought from the measurement is $L$. A purely exponential fit assumes $I\propto e^{-x/L}$ and reads the length from the slope of $\ln I$ against $x$. The length read at one point from the tangent is called $L_{\rm loc}$, and that read from a straight line through a window of distances is called $L_{\rm fit}$. Errors are relative to the true $L$; a negative error means that the fit gives too short a length.

The model has a steady state, low injection, uniform $D$ and $\tau$, and no electric field outside the depletion region. The depletion region is at first taken as infinitely thin. The contact and the wafer extend over many diffusion lengths. Recombination at the free surface is described by a velocity $S$, so that the flux into the surface is

$$D\,\frac{\partial p}{\partial z}=S\,p \qquad (z=0,\ X>0). \tag{1}$$

In this section $S\to\infty$. Since the flux stays finite, (1) then requires $p=0$ on the free surface. The contact also imposes $p=0$, because the field sweeps arriving minority carriers away. The whole plane $z=0$ is therefore a perfect sink, but only the carriers that reach $X<0$ are counted as current.

### The collected fraction

The steady balance of diffusion, recombination and generation is

$$D\nabla^2p-\frac{p}{\tau}=-G\,\delta(X-x)\,\delta(Y)\,\delta(z-h). \tag{2}$$

The contact is uniform along $Y$, so the current needs only the integrated density $P(X,z)=\int p\,dY$. On integrating (2) over $Y$, the term $\partial^2p/\partial Y^2$ gives the difference of $\partial p/\partial Y$ at $Y=\pm\infty$, which vanishes. After division by $D$,

$$\frac{\partial^2P}{\partial X^2}+\frac{\partial^2P}{\partial z^2}-\frac{P}{L^2}=-\frac{G}{D}\,\delta(X-x)\,\delta(z-h). \tag{3}$$

Without a surface, the decaying solution is $(G/2\pi D)K_0(r/L)$, where $r$ is the distance from the source in the $X,z$ plane and $K_0$ is a modified Bessel function. The prefactor follows from $K_0(r/L)\simeq-\ln(r/L)$ near the source: the outward flux through a small circle is $2\pi r D\,(G/2\pi D)/r=G$.

A negative image source at $z=-h$ makes the density vanish at $z=0$:

$$P=\frac{G}{2\pi D}\left[K_0\!\left(\frac{r_-}{L}\right)-K_0\!\left(\frac{r_+}{L}\right)\right],\qquad r_\mp^2=(X-x)^2+(z\mp h)^2. \tag{4}$$

At the surface $r_-=r_+=r$, with $\partial r_-/\partial z=-h/r$ and $\partial r_+/\partial z=+h/r$. Since $K_0'=-K_1$, the two terms of (4) contribute equally, and

$$\left.\frac{\partial P}{\partial z}\right|_{z=0}=\frac{G}{2\pi D}\,\frac{2h}{Lr}\,K_1\!\left(\frac rL\right)=\frac{Gh}{\pi DL}\,\frac{K_1(r/L)}{r}. \tag{5}$$

The current is $I=qD\int_{-\infty}^{0}(\partial P/\partial z)\,dX$, where $q$ is the elementary charge. With $s=x-X$, which runs from $x$ to $\infty$ over the contact, this becomes $I=qG\varphi$ with the collected fraction

$$\varphi(x,h)=\frac{h}{\pi L}\int_x^\infty\frac{K_1(r/L)}{r}\,ds,\qquad r=\sqrt{s^2+h^2}. \tag{6}$$

A numerical solution of the diffusion problem on a mesh, which makes no use of the image source, agrees with (6) within 0.16 per cent at $x/L=2,\,3,\,4.5$ and $6$ for $h/L=0.15$.

For a shallow source $r$ may be replaced by $s$. This needs $h\ll x$ in the factor $1/r$. In the exponential decay of $K_1$ it needs $(r-s)/L\simeq h^2/(2sL)\ll1$, hence $h^2\ll2xL$. With $u=x/L$ and $t=s/L$,

$$\varphi\simeq\frac{h}{\pi L}F(u),\qquad F(u)=\int_u^\infty\frac{K_1(t)}{t}\,dt. \tag{7}$$

The depth is now a constant factor. It changes the size of the current, but not the slope of its logarithm.

### Origin of the power $-3/2$

The behaviour of $K_1$ at large argument follows from the representation

$$K_1(t)=\int_0^\infty e^{-t\cosh y}\cosh y\,dy. \tag{8}$$

For large $t$ only small $y$ contributes, where $\cosh y\simeq1+y^2/2$. The Gaussian integral gives $K_1\simeq\sqrt{\pi/(2t)}\,e^{-t}$. For the next term, write $K_1=t^{-1/2}w$. The Bessel equation $K_1''+K_1'/t-(1+1/t^2)K_1=0$ becomes

$$w''=\left(1+\frac{3}{4t^2}\right)w. \tag{9}$$

Insert $w\propto e^{-t}(1+c/t+\dots)$. The left side is $e^{-t}(1+c/t+2c/t^2+\dots)$, apart from the contribution of the next coefficient, which is the same on both sides at this order. Equality at order $t^{-2}$ requires $2c=3/4$, so $c=3/8$ and

$$\frac{K_1(t)}{t}=\sqrt{\frac{\pi}{2}}\;t^{-3/2}e^{-t}\left[1+\frac{3}{8t}+O(t^{-2})\right]. \tag{10}$$

The integral over the contact is done by parts:

$$\int_u^\infty t^{-k}e^{-t}dt=u^{-k}e^{-u}-k\int_u^\infty t^{-k-1}e^{-t}dt=u^{-k}e^{-u}\left[1-\frac ku+O(u^{-2})\right]. \tag{11}$$

The first term of (10) has $k=3/2$ and gives the correction $-3/(2u)$. The second has $k=5/2$ and adds $+3/(8u)$. Their sum is $-9/(8u)$, so

$$F(u)=\sqrt{\frac{\pi}{2}}\;u^{-3/2}e^{-u}\left[1-\frac{9}{8u}+O(u^{-2})\right], \tag{12}$$

$$\varphi\simeq\frac{h}{L\sqrt{2\pi}}\left(\frac xL\right)^{-3/2}e^{-x/L}\left[1-\frac{9L}{8x}+\dots\right]. \tag{13}$$

The power has two parts. The Bessel function supplies $1/2$, which is the spreading of a diffusing cloud in two dimensions. The factor $h/r$ in the surface flux supplies $1$: far from a shallow source, the radial flux of the source runs almost parallel to the surface, and only its normal component, a fraction $h/r$, enters the sink. The negative image doubles this component and cancels the parallel one. Integration over the contact adds no further power, because the carriers are collected within about one diffusion length of the edge.

At $x/L=30$ and $h/L=0.15$, the integral (6) is 0.965 times the leading term of (13). The bracket predicts $1-9/240=0.9625$.

### The local fit

Consider first a current that follows the leading law, with a general power $n$:

$$I=A\,x^{-n}e^{-x/L},\qquad n=\tfrac32\ \text{for}\ S\to\infty. \tag{14}$$

Its logarithm is $\ln I=\ln A-n\ln x-x/L$. The exponential fit identifies the negative slope with an inverse length:

$$\frac1{L_{\rm loc}}=-\frac{d\ln I}{dx}=\frac1L+\frac nx. \tag{15}$$

Inversion gives

$$L_{\rm loc}(x)=\frac{L}{1+nL/x}=\frac{xL}{x+nL}. \tag{16}$$

The relative error is therefore

$$e(x)=\frac{L_{\rm loc}-L}{L}=\frac{x-(x+nL)}{x+nL}=-\frac{nL}{x+nL}, \tag{17}$$

and for $n=3/2$

$$\boxed{\,e(x)=-\frac{3L}{2x+3L}\,}. \tag{18}$$

The error is negative at every distance. The current falls for two reasons, recombination in the bulk and the spreading of the carriers beside an absorbing surface, and the exponential fit assigns both to bulk recombination. The prefactor $A$ drops out of the slope, so a stronger beam or a larger gain leaves the error unchanged.

The error can also be written with the measured length. Multiplication of (15) by $L_{\rm loc}$ gives $1=L_{\rm loc}/L+nL_{\rm loc}/x$, hence

$$e(x)=-\frac{n\,L_{\rm loc}(x)}{x}. \tag{19}$$

For a current that obeys (14), an experimenter who knows $n$ can thus evaluate the error without knowing $L$. A further sign of the error is a drift of the fitted length. From (16),

$$\frac{dL_{\rm loc}}{dx}=\frac{L(x+nL)-xL}{(x+nL)^2}=\frac{nL^2}{(x+nL)^2}>0, \tag{20}$$

so the apparent length grows as the beam moves away from the contact.

To keep the magnitude of the error below $\eta$, one needs $nL/(x+nL)<\eta$, or

$$x>nL\left(\frac1\eta-1\right). \tag{21}$$

For $n=3/2$ and $\eta=0.10$ the distance is $1.5\times9\,L=13.5\,L$. The error falls as $1/x$ while the signal falls exponentially, so greater distance is a costly remedy.

### What survives in the physical half-space

Equations (16) to (21) are exact consequences of (14), but (14) is itself the limit $x\gg L$ of the contact problem. The next term in the slope follows from (12). Its derivative may be taken term by term, because $F'=-K_1(u)/u$ has an expansion of the same kind. The bracket contributes $-d\ln[1-9/(8u)]/du=-9/(8u^2)+O(u^{-3})$, and

$$-\frac{d\ln F}{du}=1+\frac{3}{2u}-\frac{9}{8u^2}+O(u^{-3}). \tag{22}$$

Numerical quadrature at $u=200$ gives $-1.105$ for $u^2$ times the remainder after the first two terms, close to $-9/8=-1.125$. The inverse of (22) is $L_{\rm loc}/L$. With $1/(1+\epsilon)=1-\epsilon+\epsilon^2-\dots$, the terms of order $u^{-2}$ are $+9/8$ from $-\epsilon$ and $+9/4$ from $\epsilon^2$:

$$e_{\rm half\text{-}space}=-\frac{3L}{2x}+\frac{27L^2}{8x^2}+\dots \tag{23}$$

The expansion of (18) is $-3L/(2x)+9L^2/(4x^2)+\dots$. The two agree in the first term only. For the physical contact, the leading error $-3L/(2x)$ is therefore established, while the full form (18) is an approximation at finite $x/L$.

The sign of the error needs no expansion. Since $\cosh y\ge1$, equation (8) gives $K_1(u+v)\le e^{-v}K_1(u)$ for $v\ge0$. Hence

$$F(u)=\int_0^\infty\frac{K_1(u+v)}{u+v}\,dv<\frac{K_1(u)}{u}\int_0^\infty e^{-v}dv=\frac{K_1(u)}{u}. \tag{24}$$

The slope $-F'/F=K_1(u)/[uF(u)]$ thus exceeds 1 at every $u$. For a shallow source beside a perfect surface sink, the local exponential fit always underestimates $L$.

Close to the contact the power changes. For small $t$, $K_1(t)\simeq1/t$, and the remainder of $K_1(t)/t$ after $1/t^2$ is only logarithmic and so integrable at $t=0$. Therefore $F=1/u+O(1)$. Define the local power as

$$\nu(u)=u\left(-\frac{d\ln F}{du}-1\right). \tag{25}$$

It tends to 1 for $h\ll x\ll L$ and to $3/2$ for $x\gg L$. Quadrature gives 1.005 at $u=0.01$ and 1.494 at $u=200$. In the near region (7) reduces to $\varphi\simeq h/(\pi x)$. Bulk recombination has dropped out, and the slope there contains almost no information on $L$.

## 2. Fits over a window, correction and surface recombination

### Results carried over

The beam is at distance $x$ from the contact edge and at depth $h$. The diffusion length is $L$, the minority diffusivity is $D$, the surface recombination velocity is $S$, and $\varphi$ is the collected fraction, with $I=qG\varphi$ for $G$ pairs per second. For $S\to\infty$ and $x\gg L$ the current follows $I=Ax^{-n}e^{-x/L}$ with $n=3/2$, equation (14). Its local inverse length is $1/L_{\rm loc}=1/L+n/x$, equation (15), and the local error is $-nL/(x+nL)$, equation (17). In the half-space the slope has the further term $-9L/(8x^2)$, from (22).

### Two points and least squares

A measured length usually comes from a window $a\le x\le b$. Let $w=b-a$ and $c=(a+b)/2$. If only the end points are used, (14) gives $\ln I(a)-\ln I(b)=n\ln(b/a)+w/L$, and division by $w$ yields

$$\frac1{L_2}=\frac1L+\frac{n\ln(b/a)}{b-a}, \tag{26}$$

where $L_2$ is the two-point length.

For an unweighted least-squares line through densely and evenly spaced points, the slope is the integral of $(x-c)\ln I$ divided by that of $(x-c)^2$. The latter is $w^3/12$, so

$$\frac1{L_{\rm fit}}=-\frac{12}{w^3}\int_a^b(x-c)\ln I\,dx. \tag{27}$$

Integrate by parts with $V(x)=-(x-a)(b-x)/2$. This function has $V'=x-c$ and vanishes at both ends, so

$$\frac1{L_{\rm fit}}=\int_a^b g(x)\left(-\frac{d\ln I}{dx}\right)dx,\qquad g(x)=\frac{6(x-a)(b-x)}{w^3}. \tag{28}$$

The weight $g$ is positive inside the window and has unit integral. The fitted inverse length is thus an average of the local inverse lengths, with most weight at the centre. This holds for any smooth current. For the law (14),

$$\frac1{L_{\rm fit}}=\frac1L+n\,m,\qquad m=\int_a^b\frac{g(x)}{x}\,dx. \tag{29}$$

Since $(x-a)(b-x)/x=(a+b)-x-ab/x$, the integral is

$$\int_a^b\frac{(x-a)(b-x)}{x}dx=(b^2-a^2)-\frac{b^2-a^2}{2}-ab\ln\frac ba=\frac{b^2-a^2}{2}-ab\ln\frac ba, \tag{30}$$

and multiplication by $6/w^3$ gives

$$\boxed{\,m=\frac{3}{(b-a)^3}\left[b^2-a^2-2ab\ln\frac ba\right]\,}. \tag{31}$$

The relative error of the window fit has the form of (17), with $1/x$ replaced by $m$:

$$\frac{L_{\rm fit}-L}{L}=-\frac{nmL}{1+nmL}=-n\,m\,L_{\rm fit}. \tag{32}$$

For a narrow window put $y=x-c$ and expand $1/x=1/c-y/c^2+y^2/c^3-\dots$. The odd term averages to zero. The mean of $y^2$ with weight $g=(6/w^3)(w^2/4-y^2)$ is

$$\langle y^2\rangle=\frac{6}{w^3}\left(\frac{w^2}{4}\,\frac{w^3}{12}-\frac{w^5}{80}\right)=\frac{w^2}{20},\qquad m\simeq\frac1c\left(1+\frac{w^2}{20c^2}\right). \tag{33}$$

The window fit then has nearly the error of a tangent at the midpoint.

A good straight line is no protection. At the midpoint, $\ln I$ lies below the chord between the end points by

$$n\left[\ln c-\tfrac12\ln(ab)\right]\simeq\frac{nw^2}{8c^2}, \tag{34}$$

where $ab=c^2-w^2/4$ was used. This curvature vanishes quadratically as the window narrows, while the slope error $n/c$ remains. A semilogarithmic plot can therefore look straight within its noise and still give a wrong length.

For a shallow source beside a perfectly absorbing surface, the local exponential fit always gives too short a diffusion length, with leading relative error $-3L/(2x)$, and a least-squares fit over a window averages the local inverse lengths. What remains is to correct the fitted length, to treat a surface without recombination, and to test the correction and the neglected effects in a silicon example.

Numerical values quoted here were computed with a short program.
